\section*{Repulsion between an electrically and a magnetically polarizable atom}

Take an atom with a static electric polarizability of $5\,a_0^3$ and, at distance $R$, a second atom with a static paramagnetic polarizability of $3.55\times10^{-4}\,a_0^3$. Their electric-magnetic interaction energy, in a model with one transition per atom, is positive. It falls by a factor of about $1.3\times10^{4}$ when $R$ grows from $10$ to $100\,a_0$, but by about $1.0\times10^{7}$ when $R$ grows from $10^5$ to $10^6\,a_0$. Three things need an explanation: the positive sign, when second-order polarization energies are negative; the power near $R^{-4}$ at short range; and the power $R^{-7}$ at long range.

Let atom A respond through its electric dipole $\mathbf d$ and atom B through its magnetic dipole $\mathbf m$. Both are at rest in nondegenerate, isotropic ground states without permanent moments, at zero temperature, and far enough apart for overlap and higher multipoles to be neglected. Equations are in Gaussian form, so both polarizabilities are volumes. The coupling to the quantized field is
\begin{equation}
V=-\mathbf d\cdot\mathbf E(\mathbf r_A)-\mathbf m\cdot\mathbf B(\mathbf r_B),\qquad \mathbf R=\mathbf r_A-\mathbf r_B .
\end{equation}
The electric response of B and its diamagnetism are set aside here; both return below.

The energy shift follows from evolution in imaginary time. Let $|0\rangle$ be the ground state without coupling, with energy $E_0$. In $\langle0|e^{-HT/\hbar}|0\rangle$ each eigenstate of the full Hamiltonian $H$ carries a factor $e^{-E_NT/\hbar}$, so the lowest energy dominates for large $T$. Dividing by $e^{-E_0T/\hbar}$ and writing the evolution in the interaction picture, $O(\tau)=e^{H_0\tau/\hbar}Oe^{-H_0\tau/\hbar}$, gives
\begin{equation}
\Delta E=-\lim_{T\to\infty}\frac{\hbar}{T}\ln\Big\langle\mathcal T\exp\Big(-\frac1\hbar\int_0^T\!V(\tau)\,d\tau\Big)\Big\rangle ,
\end{equation}
where $\mathcal T$ puts later times to the left.

Averages with a single $\mathbf d$ or a single $\mathbf m$ vanish. The lowest term that joins the atoms therefore has two of each. The exponential supplies $1/(4!\,\hbar^4)$, and there are six ways to choose which two of the four factors $V$ belong to A, so the prefactor is $1/(4\hbar^4)$. The four minus signs from the exponential and the four from $V$ cancel. The atomic averages factorize, and isotropy makes them diagonal:
\begin{equation}
\langle\mathcal T d_i(\tau)d_j(0)\rangle=\delta_{ij}D(\tau),\qquad
D(\tau)=\frac13\sum_n|\langle n|\mathbf d|0\rangle|^2e^{-\omega_n|\tau|},
\end{equation}
with $\hbar\omega_n$ the excitation energies. The magnetic average is $\delta_{ij}M(\tau)$, with $\mathbf m$ in place of $\mathbf d$.

The free-field vacuum is Gaussian, so the average of $E_iE_jB_kB_l$ is a sum over three pairings. The pairing $\langle EE\rangle\langle BB\rangle$ is the product of the two single-atom second-order terms, and the expansion of the logarithm subtracts this product. The other two pairings join the atoms and become equal when the two times on B are exchanged. With
\begin{equation}
F_{ij}(\tau)=\langle\mathcal T E_i(\mathbf r_A,\tau)B_j(\mathbf r_B,0)\rangle
\end{equation}
and $\tau_{ab}=\tau_a-\tau_b$, the joined part of the logarithm is
\begin{equation}
\frac{1}{2\hbar^4}\int d\tau_1d\tau_2d\tau_3d\tau_4\,D(\tau_{12})M(\tau_{34})F_{ij}(\tau_{13})F_{ij}(\tau_{24}),
\end{equation}
summed over repeated indices. Define $\tilde f(\xi)=\int d\tau\,e^{i\xi\tau}f(\tau)$ and insert the inverse transforms. Three time integrals fix three of the four frequencies, and the fourth gives a factor $T$. If $D$ carries $\xi$, then $F(\tau_{13})$ carries $-\xi$, $F(\tau_{24})$ carries $\xi$, and $M$ carries $-\xi$.

Since $\int d\tau\,e^{i\xi\tau}e^{-\omega|\tau|}=2\omega/(\omega^2+\xi^2)$, the atomic transforms are polarizabilities at imaginary frequency:
\begin{equation}
\tilde D(\xi)=\hbar\alpha(i\xi),\qquad
\alpha(i\xi)=\frac{2}{3\hbar}\sum_n\frac{\omega_n|\langle n|\mathbf d|0\rangle|^2}{\omega_n^2+\xi^2},
\end{equation}
and $\tilde M=\hbar\beta(i\xi)$ in the same way. At $\xi=0$ this agrees with the second-order energy $-\tfrac12\alpha_0E^2$ in a static field. Both functions are even in $\xi$ and positive. Hence
\begin{equation}
\Delta E=-\frac{1}{2\hbar}\int_{-\infty}^{\infty}\frac{d\xi}{2\pi}\,\alpha(i\xi)\beta(i\xi)\,\tilde F_{ij}(\xi)\tilde F_{ij}(-\xi).
\label{eq:energy}
\end{equation}
The sign of the interaction now rests on the parity of $\tilde F_{ij}$.

To find this function, expand the fields in plane waves in a volume $L^3$, with real polarization vectors $\mathbf e$ and $\omega=ck$:
\begin{equation}
\binom{\mathbf E(\mathbf r)}{\mathbf B(\mathbf r)}=i\sum_{\mathbf k,\mathbf e}\sqrt{\frac{2\pi\hbar\omega}{L^3}}\binom{\mathbf e}{\hat{\mathbf k}\times\mathbf e}\left(a\,e^{i\mathbf k\cdot\mathbf r}-a^\dagger e^{-i\mathbf k\cdot\mathbf r}\right).
\end{equation}
For $\tau>0$ the electric field stands on the left and contributes its annihilation part, with factor $i$. The magnetic field contributes its creation part, with factor $-i$. Their product is $+1$, so each mode gives $(2\pi\hbar\omega/L^3)\,e_i(\hat{\mathbf k}\times\mathbf e)_j\,e^{i\mathbf k\cdot\mathbf R}e^{-\omega\tau}$. The polarization sum is
\begin{equation}
\sum_{\mathbf e}e_i(\hat{\mathbf k}\times\mathbf e)_j=\epsilon_{jlm}\hat k_l(\delta_{im}-\hat k_i\hat k_m)=\epsilon_{ijl}\hat k_l ,
\end{equation}
because the second term contracts an antisymmetric with a symmetric tensor, and $\epsilon_{jli}=\epsilon_{ijl}$ by cyclic order.

For $\tau<0$ the order is reversed, and the phase becomes $e^{-i\mathbf k\cdot\mathbf R}$ with decay $e^{-\omega|\tau|}$. Renaming $\mathbf k\to-\mathbf k$ restores the phase but reverses $\hat k_l$. Therefore $F_{ij}(-\tau)=-F_{ij}(\tau)$.

For $\tau>0$, use $k\hat k_l e^{i\mathbf k\cdot\mathbf R}=-i\nabla_l e^{i\mathbf k\cdot\mathbf R}$, with the gradient taken in $\mathbf R$:
\begin{equation}
F_{ij}(\tau)=-i\epsilon_{ijl}\nabla_l\int\frac{d^3k}{(2\pi)^3}\,2\pi\hbar c\,e^{i\mathbf k\cdot\mathbf R}e^{-ck\tau}.
\label{eq:F}
\end{equation}
The angular integral is $4\pi\sin(kR)/(kR)$. With $s=c\tau$ and $\int_0^\infty k\sin(kR)e^{-ks}dk=2Rs/(R^2+s^2)^2$, the integral in \eqref{eq:F} equals $2\hbar c\,s/[\pi(R^2+s^2)^2]$. Differentiation gives
\begin{equation}
F_{ij}(\tau)=\epsilon_{ijl}\hat R_l\,\frac{8i\hbar c\,sR}{\pi(R^2+s^2)^3}.
\end{equation}

Because $F_{ij}$ is odd, its transform is $2i\int_0^\infty\sin(\xi\tau)F_{ij}(\tau)\,d\tau$. Apply this to \eqref{eq:F} with $\int_0^\infty\sin(\xi\tau)e^{-ck\tau}d\tau=\xi/(\xi^2+c^2k^2)$. The factors $2i$ and $-i$ multiply to $2$, so
\begin{equation}
\tilde F_{ij}(\xi)=\frac{4\pi\hbar\xi}{c}\,\epsilon_{ijl}\nabla_l\int\frac{d^3k}{(2\pi)^3}\frac{e^{i\mathbf k\cdot\mathbf R}}{k^2+u^2},\qquad u=\frac{|\xi|}{c}.
\end{equation}
The remaining integral is the decaying solution of $(-\nabla^2+u^2)G=\delta(\mathbf R)$, which is $G=e^{-uR}/(4\pi R)$. Thus
\begin{equation}
\tilde F_{ij}(\xi)=\frac{\hbar\xi}{c}\,\epsilon_{ijl}\hat R_l\,g'(R),\qquad
g=\frac{e^{-uR}}{R},\quad g'=-\frac{(1+uR)e^{-uR}}{R^2}.
\label{eq:Ft}
\end{equation}

This transform is real and odd in $\xi$. With $\epsilon_{ijl}\epsilon_{ijm}=2\delta_{lm}$,
\begin{equation}
\tilde F_{ij}(\xi)\tilde F_{ij}(-\xi)=-\frac{2\hbar^2\xi^2}{c^2}\,g'^2 .
\end{equation}
The minus sign cancels the one in \eqref{eq:energy}. Folding the even integrand onto $\xi>0$ and setting $\xi=cu$ yields
\begin{equation}
U(R)=\frac{\hbar c}{\pi R^4}\int_0^\infty du\,u^2\,\alpha(icu)\,\beta(icu)\,(1+uR)^2e^{-2uR}.
\label{eq:U}
\end{equation}

Every factor in the integrand is positive, so $U>0$. The force is repulsive as well: $(1+x)e^{-x}$ has derivative $-xe^{-x}$, so at each $u$ the integrand, with its factor $R^{-4}$, decreases as $R$ grows.

For two electric dipoles the correlator would contain $e_ie_j$, which does not change when $\mathbf k$ is reversed. It is then real and even in $\tau$, its transform is real and even in $\xi$, and \eqref{eq:energy} gives attraction. The repulsion thus comes from the odd time dependence of the correlation between $\mathbf E$ and $\mathbf B$. The same property makes $\tilde F_{ij}(0)=0$: a static electric dipole produces no magnetic field that could act on B. The program tests formula \eqref{eq:energy} and both signs by exact diagonalization of two two-level atoms coupled to four modes of a one-dimensional field, with at most four photons kept. The model has $\hbar=c=1$, excitation energies $1.0$ and $1.3$, wave numbers $\pm0.9$ and $\pm1.7$, mode amplitudes $\tfrac12\sqrt{|k|}$ and separation $0.7$. The coefficient of the product of the two squared coupling strengths is then $+0.1093$ for the electric-magnetic pair and $-0.3659$ for the electric-electric pair, in agreement with the formula.

To read off the distance laws, give each atom one transition. With $k_A=\omega_A/c$ and $k_B=\omega_B/c$,
\begin{equation}
\alpha(icu)=\frac{\alpha_0k_A^2}{k_A^2+u^2},\qquad
\beta(icu)=\frac{\beta_0k_B^2}{k_B^2+u^2}.
\end{equation}

In the far zone $R$ is large compared with both $1/k_A$ and $1/k_B$. The exponential restricts $u$ to values of order $1/R$, where both polarizabilities are nearly static. Put $x=uR$ and use $\int_0^\infty x^ne^{-2x}dx=n!/2^{n+1}$:
\begin{equation}
\int_0^\infty x^2(1+x)^2e^{-2x}dx=\frac14+\frac34+\frac34=\frac74 .
\end{equation}
The substitution supplies $R^{-3}$, so
\begin{equation}
U\to\frac{C_7}{R^7},\qquad C_7=\frac{7\hbar c\,\alpha_0\beta_0}{4\pi}.
\end{equation}
This limit needs only the static polarizabilities, not the one-transition model. In that model the next term follows from $\alpha\beta\simeq\alpha_0\beta_0[1-u^2(k_A^{-2}+k_B^{-2})]$. The required integral is $\int_0^\infty x^4(1+x)^2e^{-2x}dx=\frac34+\frac{15}{4}+\frac{45}{8}=\frac{81}{8}$. Division by $7/4$ gives
\begin{equation}
\frac{UR^7}{C_7}\simeq1-\frac{81}{14}\,\frac{k_A^{-2}+k_B^{-2}}{R^2}.
\end{equation}

In the near zone $(k_A+k_B)R\ll1$. The polarizabilities cut off the integral before $uR$ becomes appreciable, and $(1+uR)^2e^{-2uR}$ may be replaced by one. For $k_A\ne k_B$, partial fractions give
\begin{align}
\int_0^\infty\!\frac{u^2\,du}{(k_A^2+u^2)(k_B^2+u^2)}
&=\frac{1}{k_A^2-k_B^2}\int_0^\infty\!\left(\frac{k_A^2}{k_A^2+u^2}-\frac{k_B^2}{k_B^2+u^2}\right)du\nonumber\\
&=\frac{\pi}{2}\,\frac{k_A-k_B}{k_A^2-k_B^2}=\frac{\pi}{2(k_A+k_B)},
\end{align}
and the result extends to $k_A=k_B$ by continuity. Therefore
\begin{equation}
U\to\frac{C_4}{R^4},\qquad C_4=\frac{\hbar c\,\alpha_0\beta_0k_A^2k_B^2}{2(k_A+k_B)}.
\end{equation}
The power has a direct reading. At short distance \eqref{eq:Ft} reduces in magnitude to $\hbar|\xi|/(cR^2)$, the $R^{-2}$ magnetic field of a slowly varying electric dipole. The energy contains this function twice.

The leading correction comes from $u\sim1/R$, far above $k_A$ and $k_B$, where $u^2\alpha\beta\simeq\alpha_0\beta_0k_A^2k_B^2/u^2$. Let $h(x)=(1+x)^2e^{-2x}$. Since $h'=-2x(1+x)e^{-2x}$, integration by parts gives
\begin{equation}
\int_0^\infty\frac{h(x)-1}{x^2}dx=\int_0^\infty\frac{h'(x)}{x}dx=-2\int_0^\infty(1+x)e^{-2x}dx=-\frac32 .
\end{equation}
The boundary terms vanish because $h-1\simeq-x^2$ at small $x$ and stays bounded at large $x$. The integral over $u$ changes by $-\tfrac32R\,\alpha_0\beta_0k_A^2k_B^2$. Relative to its leading value this is
\begin{equation}
\frac{UR^4}{C_4}\simeq1-\frac3\pi(k_A+k_B)R .
\end{equation}

The opening numbers use Rydberg atomic units: $\hbar=1$, electron mass $m_e=\tfrac12$, $e^2=2$, and $c=2/\alpha_{\rm fs}=274.07$, with $\alpha_{\rm fs}$ the fine-structure constant. The model parameters are $\alpha_0=5\,a_0^3$, transition energies of $0.8$ Ry in A and $0.1$ Ry in B, and a summed squared magnetic transition moment of $2\mu_B^2$. They describe no particular atom. The moment is that of a $^3P_0$ level in $LS$ coupling, where $\mathbf L+2\mathbf S$ reaches only the fine-structure partner $^3P_1$. In light atoms that gap is far below $0.1$ Ry (about $1.5\times10^{-4}$ Ry in carbon, which would give $\beta_0\approx0.24\,a_0^3$ and $1/k_B\approx2\times10^6\,a_0$), and a closed-shell atom has no paramagnetic term in the nonrelativistic limit. The Bohr magneton $\mu_B=e\hbar/(2m_ec)$ gives $\mu_B^2=2/c^2=2.663\times10^{-5}$ Ry $a_0^3$, so
\begin{equation}
\beta_0=\frac{2}{3}\,\frac{2\mu_B^2}{0.1\ \mathrm{Ry}}=3.55\times10^{-4}\,a_0^3 .
\end{equation}
The two coefficients are
\begin{align}
C_7&=\frac{7(274.07)(5)(3.55\times10^{-4})}{4\pi}=0.271\ \mathrm{Ry}\,a_0^7,\\
C_4&=\frac{(5)(3.55\times10^{-4})(0.8)^2(0.1)^2}{2(0.9)(274.07)^2}=8.40\times10^{-11}\ \mathrm{Ry}\,a_0^4 ,
\end{align}
or $6.86\times10^{-91}$ J m$^7$ and $1.44\times10^{-69}$ J m$^4$. Numerical integration of \eqref{eq:U} gives the following values, with the local exponent $n=-d\ln U/d\ln R$.

\begin{center}
\begin{tabular}{rcccc}
$R/a_0$ & $U$ (Ry) & $UR^4/C_4$ & $UR^7/C_7$ & $n$\\ \hline
$10$ & $8.15\times10^{-15}$ & $0.970$ & $3.0\times10^{-7}$ & $4.03$\\
$10^2$ & $6.35\times10^{-19}$ & $0.755$ & $2.3\times10^{-4}$ & $4.25$\\
$10^3$ & $1.44\times10^{-23}$ & $0.172$ & $0.053$ & $5.17$\\
$10^4$ & $2.01\times10^{-29}$ & $0.002$ & $0.742$ & $6.56$\\
$10^5$ & $2.70\times10^{-36}$ & $3\times10^{-6}$ & $0.996$ & $6.99$\\
$10^6$ & $2.71\times10^{-43}$ & $3\times10^{-9}$ & $1.000$ & $7.00$
\end{tabular}
\end{center}

The two lengths are $1/k_A=343\,a_0$ and $1/k_B=2741\,a_0$. The first corrections show how wide the crossover is. The near correction stays below $5\%$ only for $R<0.05(\pi/3)(304.5\,a_0)\approx16\,a_0$, and the far correction falls below $5\%$ only for $R>[(81/14)(343^2+2741^2)/0.05]^{1/2}a_0\approx3.0\times10^4\,a_0$, a span of about $1900$. For $k_A=k_B=k$ the same conditions read $kR<0.026$ and $kR>15$, a span of about $600$, so most of the width comes from the slow approach to each law, and the unequal lengths add a factor of about three. These spans are first-order estimates; with the full integral \eqref{eq:U} the $5\%$ limits give spans of about $1700$ and $540$, with nearly the same ratio. The near law needs $R\ll1/(k_A+k_B)=304.5\,a_0$. At $10\,a_0$ its first correction predicts a ratio of $1-(3/\pi)(10/304.5)=0.969$, close to the computed $0.970$. The far law requires $R$ to exceed the larger length, $1/k_B$, by a good margin.

These values belong to the paramagnetic response alone. An atom with electrons also has the diamagnetic energy $(e^2/8m_ec^2)\sum(\mathbf r\times\mathbf B)^2$, summed over its electrons. In an isotropic state the average of $(\mathbf r\times\mathbf B)^2$ is $\tfrac23\langle r^2\rangle B^2$. Equating the ground-state average to $-\tfrac12\beta_dB^2$ gives
\begin{equation}
\beta_d=-\frac{e^2}{6m_ec^2}\sum\langle r^2\rangle .
\end{equation}
To first order this term adds $(\beta_d/2\hbar)\int B^2d\tau$ to the exponent of the imaginary-time evolution. The paramagnetic coupling enters at second order as $(1/2\hbar^2)\int\!\!\int M(\tau_{34})\,\mathbf B(\tau_3)\cdot\mathbf B(\tau_4)\,d\tau_3d\tau_4$. The two have the same form if $M(\tau)$ is replaced by $\hbar\beta_d\delta(\tau)$. Diamagnetism therefore adds the frequency-independent negative constant $\beta_d$ to $\beta(i\xi)$.

A constant does not cut off the integral at high frequency, so the $R^{-4}$ argument fails for this part. When $k_AR\ll1$, the main contribution comes from $u\sim1/R$, where $\alpha\simeq\alpha_0k_A^2/u^2$. With $\int_0^\infty(1+x)^2e^{-2x}dx=\frac12+\frac12+\frac14=\frac54$,
\begin{equation}
U_d\to-\frac{5\hbar c\,\alpha_0k_A^2|\beta_d|}{4\pi R^5},
\end{equation}
which is an attraction. Relative to $C_4/R^4$ it is
\begin{equation}
\frac{U_d}{U}\simeq-\frac{5}{2\pi}\,\frac{|\beta_d|}{\beta_0}\,\frac{k_A+k_B}{k_B^2R}.
\end{equation}

The size of this term depends on the atom. As an illustration take $\sum\langle r^2\rangle=3\,a_0^2$, the value for a hydrogen atom in its ground state and a small one for an atom with several electrons. The example then has $\beta_d=-2.66\times10^{-5}\,a_0^3$, only $7.5\%$ of $\beta_0$ in magnitude. Yet at $10\,a_0$ the estimate is $-0.796\times0.075\times2741^2/(304.5\times10)\approx-147$, with $5/(2\pi)=0.796$, and the full integrals give $-146$. The sum of the two magnetic contributions is attractive at short range and changes sign at about $955\,a_0$, beyond the near zone. In this example the $R^{-4}$ repulsion is therefore a component of the near-zone energy and not its net magnetic part. In the far zone the static sum $\beta_0+\beta_d$ is positive for this choice, and the repulsion survives, reduced by $7.5\%$. This is not general: $|\beta_d|$ grows in proportion to $\sum\langle r^2\rangle$, and with the same $\beta_0$ the static sum becomes negative above $40\,a_0^2$. The magnetic part is then attractive in the far zone too, so its sign for a real atom must be decided from both responses.

The electric response of B adds a much larger attraction in both zones. If B has the same electric transition as A, the electric-electric energy at $10\,a_0$ is $-1.5\times10^{-5}$ Ry, and even its retardation correction, which is positive and also falls nearly as $R^{-4}$, is $4.1\times10^{-9}$ Ry, about $5\times10^5$ times the electric-magnetic term. The far zone can be compared in closed form. With static polarizabilities, \eqref{eq:energy} becomes an integral over imaginary time,
\begin{equation}
U=-\frac{\alpha_0\beta_0}{2\hbar}\int_{-\infty}^{\infty}F_{ij}(\tau)F_{ij}(\tau)\,d\tau ,
\end{equation}
which is positive because $F_{ij}$ is imaginary. The program evaluates this integral from explicit polarization vectors and recovers the coefficient $7/(4\pi)$. With the electric-electric correlator and the electric polarizability $\alpha_B$ of B in place of $\beta_0$, it gives $-23/(4\pi)$. For $\alpha_B=5\,a_0^3$ the ratio of magnitudes is
\begin{equation}
\frac{7\beta_0}{23\alpha_B}=\frac{7(3.55\times10^{-4})}{23(5)}=2.2\times10^{-5}.
\end{equation}
Two such atoms attract each other in the far zone, and the paramagnetic response of B alone weakens that attraction by about two parts in $10^5$. The diamagnetism of both atoms works against this: with $\sum\langle r^2\rangle=3\,a_0^2$ on each atom the figure is $1.8\times10^{-5}$, with $14\,a_0^2$ on each it is $6.5\times10^{-6}$, and it changes sign when the two sums together exceed $40\,a_0^2$.

\section*{Numbers as computed}
\begin{verbatim}
Test values (hbar = c = 1, dimensionless)
four-mode model, E-B: diagonalized 0.109344
four-mode model, E-B: formula      0.109344
four-mode model, E-E: diagonalized -0.365890
four-mode model, E-E: formula      -0.365890
4 pi x far coefficient, E-B: 7.000000
4 pi x far coefficient, E-E: -23.000000
U at R=1, kA=1.3, kB=0.6: time road 0.0421322
U at R=1, kA=1.3, kB=0.6: formula   0.0421322
far ratio at kA R=200, kB R=300: 0.9997911
  with first correction:         0.9997911
near ratio at (kA+kB)R=0.001: 0.9990458
  with first correction:      0.9990451
diamagnetic near number: -0.39784
  -5/(4 pi):             -0.39789
Worked example (Rydberg atomic units)
speed of light c = 274.0720 a0 Ry/hbar
alpha0 = 5.0 a0^3
transition energies: A 0.8 Ry, B 0.1 Ry
squared magnetic moment = 2.0 muB^2
muB^2 = 2.66257e-05 Ry a0^3
beta0 = 3.55009e-04 a0^3
1/kA = 342.6 a0, 1/kB = 2740.7 a0
1/(kA+kB) = 304.5 a0
near coefficient C4 = 8.40209e-11 Ry a0^4
                    = 1.43623e-69 J m^4
far coefficient C7 = 2.70996e-01 Ry a0^7
                   = 6.86438e-91 J m^7
R (a0) | U (Ry) | U R^4/C4 | U R^7/C7 | exponent
      10 | 8.1463e-15 | 9.6956e-01 | 3.0061e-07 | 4.030
     100 | 6.3470e-19 | 7.5541e-01 | 2.3421e-04 | 4.255
    1000 | 1.4411e-23 | 1.7152e-01 | 5.3179e-02 | 5.166
   10000 | 2.0112e-29 | 2.3937e-03 | 7.4217e-01 | 6.557
  100000 | 2.6981e-36 | 3.2112e-06 | 9.9563e-01 | 6.991
 1000000 | 2.7098e-43 | 3.2252e-09 | 9.9996e-01 | 7.000
electric polarizability of B for comparison: 5.0 a0^3
far zone |U_EB/U_EE| = 2.161e-05
summed <r^2> of B = 3.0 a0^2
diamagnetic beta_d = -2.66257e-05 a0^3
U_dia/U_para at R = 10 a0: -146.42
para + dia changes sign at R = 955.1 a0
\end{verbatim}
